# Coating thickness that disconnects a pore network, found with union-find: a numerical check

```python
# Result under test: in a pore network coated by a conformal film, the film
# thickness that disconnects inlet from outlet equals the width of the throat
# that first joins them when throats are added from widest to narrowest.
# Symbols: throat_r, body_r = inscribed radii of throats and pore bodies (nm);
# width = min(throat radius, radii of its two end bodies) (nm);
# growth = film thickness per cycle (nm); probe = precursor radius (nm).
# Neglected effects (molecule size, curvature, dose, sample width) are sized.
import math
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.csgraph import connected_components, breadth_first_order


def lattice(nx, ny, nz):
    """Cubic network; inlet pores at the first z layer, outlet at the last."""
    idx = np.arange(nx * ny * nz).reshape(nx, ny, nz)
    pairs = [(idx[:-1], idx[1:]), (idx[:, :-1], idx[:, 1:]),
             (idx[:, :, :-1], idx[:, :, 1:])]
    ends = np.concatenate([np.column_stack((p.ravel(), q.ravel()))
                           for p, q in pairs])
    return idx, ends, idx[:, :, 0].ravel(), idx[:, :, -1].ravel()


def passage_width(ends, throat_r, body_r):
    return np.minimum(throat_r, np.minimum(body_r[ends[:, 0]],
                                           body_r[ends[:, 1]]))


def join_width(n, ends, width, inlet, outlet, want_cluster=False):
    """Union-find; returns joining width, throats added, inlet cluster."""
    parent, size = list(range(n + 2)), [1] * (n + 2)

    def find(i):
        while parent[i] != i:
            parent[i] = parent[parent[i]]
            i = parent[i]
        return i

    def unite(i, j):
        if i != j:
            if size[i] < size[j]:
                i, j = j, i
            parent[j] = i
            size[i] += size[j]

    for p in inlet:
        unite(find(int(p)), find(n))
    for p in outlet:
        unite(find(int(p)), find(n + 1))
    order = np.argsort(-width, kind="stable")
    first, second = ends[order, 0].tolist(), ends[order, 1].tolist()
    for k, (i, j) in enumerate(zip(first, second)):
        a, b = find(i), find(j)
        if a == b:
            continue
        s, t = find(n), find(n + 1)
        if (a == s and b == t) or (a == t and b == s):
            cluster = None
            if want_cluster:
                cluster = np.array([find(p) == s for p in range(n)])
            return float(width[order[k]]), k + 1, cluster
        unite(a, b)
    raise ValueError("inlet and outlet never join")


def reachable(ends, throat_left, body_left, inlet, probe):
    """Open pores that a molecule of radius probe reaches from the inlet."""
    n = len(body_left)
    is_open = body_left > probe
    keep = ((throat_left > probe) & is_open[ends[:, 0]]
            & is_open[ends[:, 1]])
    doors = inlet[is_open[inlet]]
    rows = np.concatenate((ends[keep, 0], doors))
    cols = np.concatenate((ends[keep, 1], np.full(len(doors), n)))
    graph = coo_matrix((np.ones(len(rows)), (rows, cols)),
                       shape=(n + 1, n + 1))
    label = connected_components(graph, directed=False)[1]
    return label[:n] == label[n]


def grow(ends, throat_r, body_r, inlet, outlet, growth, probe, run_on):
    """Cycle-by-cycle coating of only those walls the precursor reaches."""
    throat_left, body_left = throat_r.copy(), body_r.copy()
    cycles, sealed = 0, None
    while True:
        reach = reachable(ends, throat_left, body_left, inlet, probe)
        if sealed is None and not reach[outlet].any():
            sealed = cycles
            if not run_on:
                break
        if not reach.any():
            break
        exposed = ((throat_left > probe)
                   & (reach[ends[:, 0]] | reach[ends[:, 1]]))
        throat_left[exposed] -= growth
        body_left[reach] -= growth
        cycles += 1
    return sealed, throat_left, body_left, reach


rng = np.random.default_rng(7)

# Small networks: every path and every cut is enumerated.
idx, ends, inlet, outlet = lattice(3, 1, 5)
n_small = idx.size
inner = idx[:, :, 1:-1].ravel()
body_mattered = 0
for trial in range(20):
    throat_r = rng.uniform(2, 9, len(ends))
    body_r = rng.uniform(4, 11, n_small)
    width = passage_width(ends, throat_r, body_r)
    found = join_width(n_small, ends, width, inlet, outlet)[0]
    bare = join_width(n_small, ends, throat_r, inlet, outlet)[0]
    body_mattered += bare > found
    near = {p: [] for p in range(n_small)}
    for (p, q), r in zip(ends.tolist(), throat_r):
        near[p].append((q, r))
        near[q].append((p, r))
    goal = set(outlet.tolist())

    def best_path(pore, seen, narrowest):
        if pore in goal:
            return narrowest
        best = 0.0
        for q, r in near[pore]:
            if q not in seen:
                best = max(best, best_path(q, seen | {q},
                                           min(narrowest, r, body_r[q])))
        return best

    by_paths = max(best_path(p, {p}, body_r[p]) for p in inlet.tolist())
    by_cuts = math.inf
    for code in range(2 ** len(inner)):
        side = np.zeros(n_small, bool)
        side[inlet] = True
        side[inner] = [(code >> k) & 1 for k in range(len(inner))]
        crossing = side[ends[:, 0]] != side[ends[:, 1]]
        by_cuts = min(by_cuts, width[crossing].max())
    assert abs(found - by_paths) < 1e-12
    assert abs(found - by_cuts) < 1e-12
assert body_mattered > 0

# Six-pore network that can be traced by hand: pore 0 inlet, pore 5 outlet.
hand_ends = np.array([[0, 1], [2, 4], [3, 4], [0, 2], [3, 5], [1, 2],
                      [1, 3], [4, 5]])
hand_r = np.array([9., 8., 7., 6., 5., 4., 3., 2.])
hand_join, hand_count, hand_side = join_width(
    6, hand_ends, hand_r, [0], [5], True)
print("HAND NETWORK (pore-pore: radius in nm)")
texts = [f"{p}-{q}: {r:.0f}" for (p, q), r in zip(hand_ends, hand_r)]
print("  " + ", ".join(texts[:4]))
print("  " + ", ".join(texts[4:]))
print(f"joins at throat number {hand_count}, radius {hand_join:.0f} nm")
print("inlet cluster just before:", np.flatnonzero(hand_side).tolist())

# Model membrane layer, round and rough typical values.
side_pores, spacing = 20, 30.0
growth, probe = 0.1, 0.3
throat_range, body_range = (2.0, 9.0), (6.0, 13.0)
idx, ends, inlet, outlet = lattice(side_pores, side_pores, side_pores)
n_pores = idx.size
throat_r = rng.uniform(*throat_range, len(ends))
body_r = rng.uniform(*body_range, n_pores)
width = passage_width(ends, throat_r, body_r)
critical, added, inlet_side = join_width(
    n_pores, ends, width, inlet, outlet, True)
throat_only = join_width(n_pores, ends, throat_r, inlet, outlet)[0]
crossing = inlet_side[ends[:, 0]] != inlet_side[ends[:, 1]]
assert width[crossing].max() == critical
below = critical * (1 - 1e-9)
assert reachable(ends, throat_r, body_r, inlet, below)[outlet].any()
assert not reachable(ends, throat_r, body_r, inlet, critical)[outlet].any()
worst = int(np.flatnonzero(width == critical)[0])
limiter = "throat" if throat_r[worst] == critical else "pore body"

# Growth limited by access from the inlet, for point-like molecules.
sealed, throat_left, body_left, reach = grow(
    ends, throat_r, body_r, inlet, outlet, growth, 0.0, False)
assert sealed == math.ceil(critical / growth)
spared = int(np.sum((throat_left > 0) & (throat_r <= sealed * growth)))
trapped = int(np.sum((body_left > 0) & ~reach))
assert spared > 0

# The same growth with a precursor of finite size, run until it stops.
sealed_probe, throat_end, body_end, _ = grow(
    ends, throat_r, body_r, inlet, outlet, growth, probe, True)
assert sealed_probe == math.ceil((critical - probe) / growth)
pinhole = join_width(n_pores, ends, passage_width(ends, throat_end, body_end),
                     inlet, outlet)[0]
assert probe - growth - 1e-9 < pinhole <= probe + 1e-9

print("MODEL MEMBRANE LAYER")
print(f"pores {n_pores}, throats {len(ends)}")
print(f"pore spacing {spacing:.0f} nm")
print(f"layer thickness {side_pores * spacing:.0f} nm")
print(f"throat radii {throat_range[0]:.0f} to {throat_range[1]:.0f} nm")
print(f"body radii {body_range[0]:.0f} to {body_range[1]:.0f} nm")
print(f"growth per cycle {growth:.1f} nm")
print(f"disconnecting thickness {critical:.3f} nm")
print(f"bottleneck is a {limiter}")
print(f"throats added at the join {added}")
print(f"fraction of throats added {added / len(ends):.3f}")
print(f"result if bodies are ignored {throat_only:.3f} nm")
print(f"cycles to disconnect, point molecules {sealed}")
print(f"throats spared by loss of access {spared}")
print(f"open pores cut off from inlet {trapped}")
print("NEGLECTED: MOLECULE SIZE")
print(f"precursor radius (rough) {probe:.1f} nm")
print(f"cycles until precursor is blocked {sealed_probe}")
print(f"pinhole radius left at the end {pinhole:.3f} nm")


def curved_cycles(radius, stop, step):
    """Cycles in a cylinder if each adds equal volume per wall area."""
    count = 0
    while True:
        new = math.sqrt(max(radius * radius - 2 * radius * step, 0.0))
        if new <= stop:
            return count + (radius - stop) / (radius - new)
        radius, count = new, count + 1


saving = 990 - curved_cycles(1000.0, 10.0, 1.0)
assert abs(saving - 0.5 * math.log(100)) < 0.1
flat_count = (critical - probe) / growth
curved_count = curved_cycles(critical, probe, growth)
print("NEGLECTED: CURVATURE (bottleneck as cylinder)")
print(f"cycles to precursor radius, flat {flat_count:.2f}")
print(f"cycles to precursor radius, curved {curved_count:.2f}")

# Free-molecular diffusion in a unit cylinder from cosine-law wall flights.
m = 1000
polar = (np.arange(m) + 0.5)[:, None] * math.pi / m
azimuth = (np.arange(m) + 0.5)[None, :] * math.pi / m - math.pi / 2
u_n = np.sin(polar) * np.cos(azimuth)
u_t = np.sin(polar) * np.sin(azimuth)
u_z = np.cos(polar)
flight = 2 * u_n / (u_n ** 2 + u_t ** 2)
weight = u_n * np.sin(polar) / math.pi * (math.pi / m) ** 2
mean_flight = np.sum(weight * flight)
mean_z2 = np.sum(weight * (flight * u_z) ** 2)
assert abs(np.sum(weight) - 1) < 1e-4
assert abs(mean_flight - 2) < 1e-4
assert abs(mean_z2 / (2 * mean_flight) - 2 / 3) < 1e-4


def chain(radii, length, speed):
    resistance = 3 * length / (2 * math.pi * radii ** 3 * speed)
    return resistance, 2 * math.pi * radii * length


def front_dose(radii, length, speed):
    """Gas density times time, per wall-site density, to coat a chain."""
    resistance, area = chain(radii, length, speed)
    return np.sum(area * (np.cumsum(resistance) - resistance / 2))


def simulated_dose(radii):
    """Diffusion with fast irreversible adsorption, inlet density 1."""
    resistance, area = chain(radii, 1.0, 1.0)
    n = len(radii)
    link = np.empty(n)
    link[0] = 2 / resistance[0]
    link[1:] = 2 / (resistance[:-1] + resistance[1:])
    uptake = 200 / resistance.min()
    step = front_dose(radii, 1.0, 1.0) / 6000
    filled, elapsed = np.zeros(n), 0.0
    band, source = np.zeros((3, n)), np.zeros(n)
    source[0] = link[0]
    band[0, 1:] = -link[1:]
    band[2, :-1] = -link[1:]
    for _ in range(12000):
        band[1] = link + uptake * (1 - filled)
        band[1, :-1] += link[1:]
        density = solve_banded((1, 1), band, source)
        filled = 1 - (1 - filled) * np.exp(-uptake * density * step / area)
        elapsed += step
        if filled.min() > 0.95:
            return elapsed
    raise RuntimeError("chain not coated")


test_radii = rng.uniform(1, 3, 30)
ratio = simulated_dose(test_radii) / front_dose(test_radii, 1.0, 1.0)
# Tolerance covers the finite time step and finite adsorption rate.
assert abs(ratio - 1) < 0.05

# Critical path: shortest path through throats at least as wide as critical.
keep = width >= critical
rows = np.concatenate((ends[keep, 0], inlet))
cols = np.concatenate((ends[keep, 1], np.full(len(inlet), n_pores)))
graph = coo_matrix((np.ones(len(rows)), (rows, cols)),
                   shape=(n_pores + 1, n_pores + 1)).tocsr()
visit, previous = breadth_first_order(graph, n_pores, directed=False)
goal = set(outlet.tolist())
pore = next(int(p) for p in visit if int(p) in goal)
lookup = {(p, q): w for (p, q), w in zip(ends.tolist(), width)}
path = []
while previous[pore] != n_pores:
    before = int(previous[pore])
    path.append(lookup[(min(pore, before), max(pore, before))])
    pore = before
path = np.array(path[::-1])
assert path.min() == critical

temperature, film_density = 450.0, 3.0
precursor_mass = 72.09 * const.atomic_mass
thermal = const.k * temperature
speed = math.sqrt(8 * thermal / (math.pi * precursor_mass))
sites = growth * 1e-9 * film_density * 1e6 / 101.96 * const.N_A * 2


def exposure(thickness):
    """Pressure times time in Torr s to coat the critical path once."""
    dose = front_dose((path - thickness) * 1e-9, spacing * 1e-9, speed)
    return dose * sites * thermal / const.torr


dose_given = 1.0
starved = brentq(lambda t: exposure(t) - dose_given, 0, critical - 0.01)
last_thickness = (sealed_probe - 1) * growth
free_path = thermal / (math.sqrt(2) * math.pi * (2 * probe * 1e-9) ** 2
                       * const.torr)
print("NEGLECTED: FINITE DOSE (critical path only)")
print(f"temperature {temperature:.0f} K")
print(f"film density (rough) {film_density:.1f} g/cm3")
print(f"mean molecular speed {speed:.0f} m/s")
print(f"Al atoms added per cycle {sites * 1e-18:.2f} per nm2")
print(f"throats on critical path {len(path)}")
print(f"path length {len(path) * spacing:.0f} nm")
print(f"exposure needed, first cycle {exposure(0):.3g} Torr s")
print(f"thickness before last open cycle {last_thickness:.1f} nm")
print(f"exposure needed, that cycle {exposure(last_thickness):.3g} Torr s")
print(f"exposure supplied (chosen) {dose_given:.1f} Torr s")
print(f"supply falls short at thickness {starved:.3f} nm")
print(f"bottleneck radius left there {critical - starved:.3f} nm")
print(f"gas mean free path at 1 Torr {free_path * 1e6:.1f} um")

# Sample width: same layer thickness, different lateral extent.
print("NEGLECTED: SAMPLE WIDTH (mean, std. deviation)")
means = []
for across, samples in ((10, 40), (20, 20), (40, 10)):
    grid, links, start, stop = lattice(across, across, side_pores)
    values = []
    for _ in range(samples):
        radii = rng.uniform(*throat_range, len(links))
        bodies = rng.uniform(*body_range, grid.size)
        open_w = passage_width(links, radii, bodies)
        values.append(join_width(grid.size, links, open_w, start, stop)[0])
    means.append(np.mean(values))
    print(f"{across} pores wide, {samples} samples: "
          f"{means[-1]:.3f}, {np.std(values, ddof=1):.3f} nm")
assert means[2] > means[0]
block_values = []
for x in (0, 20):
    for y in (0, 20):
        block = grid[x:x + 20, y:y + 20]
        inside = np.zeros(grid.size, bool)
        inside[block.ravel()] = True
        part = inside[links[:, 0]] & inside[links[:, 1]]
        block_values.append(join_width(
            grid.size, links[part], open_w[part],
            block[:, :, 0].ravel(), block[:, :, -1].ravel())[0])
assert values[-1] >= max(block_values)
print("four blocks of the last wide sample (nm):")
print("  " + ", ".join(f"{v:.3f}" for v in block_values))
print(f"whole of that sample {values[-1]:.3f} nm")
print(f"widest passage in model layer {width.max():.3f} nm")
print("no test failed")
```

Output:

```
HAND NETWORK (pore-pore: radius in nm)
  0-1: 9, 2-4: 8, 3-4: 7, 0-2: 6
  3-5: 5, 1-2: 4, 1-3: 3, 4-5: 2
joins at throat number 5, radius 5 nm
inlet cluster just before: [0, 1, 2, 3, 4]
MODEL MEMBRANE LAYER
pores 8000, throats 22800
pore spacing 30 nm
layer thickness 600 nm
throat radii 2 to 9 nm
body radii 6 to 13 nm
growth per cycle 0.1 nm
disconnecting thickness 6.888 nm
bottleneck is a pore body
throats added at the join 5441
fraction of throats added 0.239
result if bodies are ignored 7.351 nm
cycles to disconnect, point molecules 69
throats spared by loss of access 381
open pores cut off from inlet 5115
NEGLECTED: MOLECULE SIZE
precursor radius (rough) 0.3 nm
cycles until precursor is blocked 66
pinhole radius left at the end 0.291 nm
NEGLECTED: CURVATURE (bottleneck as cylinder)
cycles to precursor radius, flat 65.88
cycles to precursor radius, curved 64.31
NEGLECTED: FINITE DOSE (critical path only)
temperature 450 K
film density (rough) 3.0 g/cm3
mean molecular speed 364 m/s
Al atoms added per cycle 3.54 per nm2
throats on critical path 41
path length 1230 nm
exposure needed, first cycle 0.0178 Torr s
thickness before last open cycle 6.5 nm
exposure needed, that cycle 2.63 Torr s
exposure supplied (chosen) 1.0 Torr s
supply falls short at thickness 6.209 nm
bottleneck radius left there 0.680 nm
gas mean free path at 1 Torr 29.1 um
NEGLECTED: SAMPLE WIDTH (mean, std. deviation)
10 pores wide, 40 samples: 6.728, 0.122 nm
20 pores wide, 20 samples: 6.918, 0.066 nm
40 pores wide, 10 samples: 7.039, 0.074 nm
four blocks of the last wide sample (nm):
  6.926, 6.913, 6.961, 6.872
whole of that sample 6.973 nm
widest passage in model layer 8.997 nm
no test failed
```
